**Synergy of atomic-layer etching from full and control runs**

The program studies the synergy $S=(E-\alpha-\beta)/E$, where $E$ is the removal per full cycle, $\alpha$ the modification-only loss and $\beta$ the ion-only loss, all in nm/cycle. For the worked data it prints $S=85.00\%$, with a standard uncertainty of 0.289 percentage points. It asserts that the first-order uncertainty formula agrees with random sampling of the thickness drops. It also integrates the rate equations of a surface-site model for full, modification-only and ion-only runs, and asserts that the resulting losses and synergies agree with the closed formulas in seven cases. The two ideal cases, with $\alpha=\beta=0$, give 100% although the ions remove 39% of the modified layer in one and 95% in the other. Other cases show lower synergy at a long ion dose, zero synergy for additive removal and negative synergy when modification protects the surface. A separate example shows an apparent 100% that arises because a thickness gain in one control cancels a loss in the other.

## Numerical check

```python
# Result under test: atomic-layer-etching synergy
#   S = (E - alpha - beta) / E, ideal value 1 (100 %) for alpha = beta = 0
# E     : thickness removed per full cycle (nm/cycle)
# alpha : loss per cycle, modification only; beta : loss per cycle, ions only
# Kinetic model used as an independent test:
#   theta : fraction of modified surface sites; d : modified-layer thickness
#   K     : scaled modification exposure; x : scaled ion dose
#   r     : removal rate of bare sites relative to modified sites
import numpy as np
from scipy.integrate import solve_ivp


def synergy(full, mod_only, ion_only):
    return (full - mod_only - ion_only) / full


def integrate_run(d, K, x, r, alpha, use_mod, use_ion, cycles=12):
    """Integrate the rate equations; return losses in the last cycle.

    State: modified fraction, total loss, loss through modified sites.
    """
    def modification(t, y):
        return [K * (1 - y[0]), alpha, 0.0]

    def ions(t, y):
        return [-x * y[0],
                d * x * (y[0] + r * (1 - y[0])),
                d * x * y[0]]

    state = np.zeros(3)
    previous = state.copy()
    for _ in range(cycles):
        previous = state.copy()
        for active, rates in ((use_mod, modification), (use_ion, ions)):
            if active:
                sol = solve_ivp(rates, (0, 1), state, method="DOP853",
                                rtol=1e-10, atol=1e-12)
                assert sol.success
                state = sol.y[:, -1]
    return state[1] - previous[1], state[2] - previous[2]


def simulated(d, K, x, r, alpha):
    full, through_modified = integrate_run(d, K, x, r, alpha, True, True)
    mod_only, _ = integrate_run(d, K, x, r, alpha, True, False)
    ion_only, _ = integrate_run(d, K, x, r, alpha, False, True)
    return full, mod_only, ion_only, through_modified


def closed_form(d, K, x, r, alpha):
    theta0 = (1 - np.exp(-K)) / (1 - np.exp(-K - x))
    beta = d * r * x
    excess = d * theta0 * (1 - np.exp(-x)) * (1 - r)
    return theta0, beta, excess, excess / (alpha + beta + excess)


# ---- Worked data: initial thickness, final thickness, number of cycles
runs = {"full": (100.0, 60.0, 50),
        "modification only": (100.0, 94.0, 200),
        "ion only": (100.0, 91.0, 100)}
drops = np.array([a - b for a, b, n in runs.values()])
counts = np.array([n for a, b, n in runs.values()])
E, alpha, beta = drops / counts
S = synergy(E, alpha, beta)
sigma_drop = 0.2
sE, sa, sb = sigma_drop / counts
sigma_S = np.sqrt((sa**2 + sb**2) / E**2
                  + ((alpha + beta) / E**2)**2 * sE**2)

# Random thickness errors test the first-order uncertainty formula.
rng = np.random.default_rng(12)
samples = rng.normal(drops, sigma_drop, size=(400000, 3)) / counts
S_samples = synergy(*samples.T)
# Sampling error of the standard deviation is about 0.1 percent.
assert abs(S_samples.std() / sigma_S - 1) < 0.01
assert abs(S_samples.mean() - S) < 0.01 * sigma_S + 5e-5

print("WORKED DATA")
for name, (start, end, number) in runs.items():
    print(f"{name}: {start:.1f} -> {end:.1f} nm in {number} cycles, "
          f"drop {start - end:.1f} nm")
print(f"Full-cycle removal E = {E:.3f} nm/cycle")
print(f"Modification-only loss alpha = {alpha:.3f} nm/cycle")
print(f"Ion-only loss beta = {beta:.3f} nm/cycle")
print(f"Sum alpha + beta = {alpha + beta:.3f} nm/cycle")
print(f"Excess X = {E - alpha - beta:.3f} nm/cycle")
print(f"Synergy S = {100 * S:.2f} %")
print(f"Standard uncertainty of each drop = {sigma_drop:.1f} nm")
print(f"Uncertainties of E, alpha, beta = {sE:.4f}, {sa:.4f}, "
      f"{sb:.4f} nm/cycle")
print(f"Uncertainty of S, formula = {100 * sigma_S:.3f} percentage points")
print(f"Uncertainty of S, sampling = {100 * S_samples.std():.3f} "
      "percentage points")
print(f"False S from unnormalized drops = {100 * synergy(*drops):.2f} %")

# A thickness gain in one control can cancel a loss in the other.
gain_start, gain_end, gain_cycles = 100.0, 104.0, 200
loss_start, loss_end, loss_cycles = 100.0, 98.0, 100
a_gain = (gain_start - gain_end) / gain_cycles
b_loss = (loss_start - loss_end) / loss_cycles
S_cancel = synergy(E, a_gain, b_loss)
assert a_gain < 0 < b_loss and abs(S_cancel - 1) < 1e-12
print("CANCELLATION CASE (same E)")
print(f"Modification only: {gain_start:.1f} -> {gain_end:.1f} nm in "
      f"{gain_cycles} cycles, alpha = {a_gain:.3f} nm/cycle")
print(f"Ion only: {loss_start:.1f} -> {loss_end:.1f} nm in "
      f"{loss_cycles} cycles, beta = {b_loss:.3f} nm/cycle")
print(f"Apparent synergy = {100 * S_cancel:.2f} %")

# ---- Kinetic model: integrated losses against the closed form
d, K, model_alpha, model_r = 0.70, 4.0, 0.03, 0.04
cases = [("short dose", 0.5, model_r, model_alpha),
         ("reference", 3.0, model_r, model_alpha),
         ("long dose", 12.0, model_r, model_alpha),
         ("ideal, short dose", 0.5, 0.0, 0.0),
         ("ideal, reference", 3.0, 0.0, 0.0),
         ("additive", 3.0, 1.0, 0.0),
         ("antagonistic", 3.0, 1.5, 0.0)]
print("KINETIC MODEL")
print(f"d = {d:.2f} nm, K = {K:.1f} (dimensionless)")
results = {}
for name, x, r, a in cases:
    full, mod_only, ion_only, through = simulated(d, K, x, r, a)
    theta0, b_formula, X_formula, S_formula = closed_form(d, K, x, r, a)
    S_run = synergy(full, mod_only, ion_only)
    assert abs(ion_only - b_formula) < 1e-7
    assert abs(full - mod_only - ion_only - X_formula) < 1e-7
    assert abs(S_run - S_formula) < 1e-6
    if a > 0 or r > 0:
        assert S_run < 1 - 1e-3
    else:
        assert abs(S_run - 1) < 1e-7
    results[name] = (full, mod_only, ion_only, through, S_run, theta0)
    print(f"{name}: x = {x:.1f}, r = {r:.2f}, alpha = {mod_only:.3f}, "
          f"beta = {ion_only:.3f}, E = {full:.4f} nm/cycle, "
          f"S = {100 * S_run + 0.0:.2f} %".replace("-0.00 %", "0.00 %"))

full, mod_only, ion_only, through, S_ref, theta0 = results["reference"]
bare_in_full = full - mod_only - through
excess = full - mod_only - ion_only
assert abs(through - excess / (1 - model_r)) < 1e-7
assert bare_in_full < ion_only and through / full > S_ref
assert results["long dose"][4] < S_ref
assert abs(results["additive"][4]) < 1e-6
assert results["antagonistic"][4] < 0
# Full synergy coexists with incomplete removal of the modified layer.
removed_short = results["ideal, short dose"][0] / (
    d * results["ideal, short dose"][5])
removed_ref = results["ideal, reference"][0] / (
    d * results["ideal, reference"][5])
assert removed_short < 0.5 < removed_ref

print(f"Reference coverage before ions = {theta0:.4f} (fraction)")
print(f"Reference excess X = {excess:.4f} nm/cycle")
print(f"Reference removal through modified sites = {through:.4f} nm/cycle")
print(f"Reference bare sputtering in full cycle = {bare_in_full:.4f} nm/cycle")
print(f"Reference share through modified sites = {100*through/full:.2f} %")
print(f"Ideal short dose: modified layer removed = {100*removed_short:.2f} %")
print(f"Ideal reference: modified layer removed = {100*removed_ref:.2f} %")
print("OK")
```

Running it gives:

```
WORKED DATA
full: 100.0 -> 60.0 nm in 50 cycles, drop 40.0 nm
modification only: 100.0 -> 94.0 nm in 200 cycles, drop 6.0 nm
ion only: 100.0 -> 91.0 nm in 100 cycles, drop 9.0 nm
Full-cycle removal E = 0.800 nm/cycle
Modification-only loss alpha = 0.030 nm/cycle
Ion-only loss beta = 0.090 nm/cycle
Sum alpha + beta = 0.120 nm/cycle
Excess X = 0.680 nm/cycle
Synergy S = 85.00 %
Standard uncertainty of each drop = 0.2 nm
Uncertainties of E, alpha, beta = 0.0040, 0.0010, 0.0020 nm/cycle
Uncertainty of S, formula = 0.289 percentage points
Uncertainty of S, sampling = 0.289 percentage points
False S from unnormalized drops = 62.50 %
CANCELLATION CASE (same E)
Modification only: 100.0 -> 104.0 nm in 200 cycles, alpha = -0.020 nm/cycle
Ion only: 100.0 -> 98.0 nm in 100 cycles, beta = 0.020 nm/cycle
Apparent synergy = 100.00 %
KINETIC MODEL
d = 0.70 nm, K = 4.0 (dimensionless)
short dose: x = 0.5, r = 0.04, alpha = 0.030, beta = 0.014, E = 0.3065 nm/cycle, S = 85.64 %
reference: x = 3.0, r = 0.04, alpha = 0.030, beta = 0.084, E = 0.7414 nm/cycle, S = 84.62 %
long dose: x = 12.0, r = 0.04, alpha = 0.030, beta = 0.336, E = 1.0257 nm/cycle, S = 64.32 %
ideal, short dose: x = 0.5, r = 0.00, alpha = 0.000, beta = 0.000, E = 0.2734 nm/cycle, S = 100.00 %
ideal, reference: x = 3.0, r = 0.00, alpha = 0.000, beta = 0.000, E = 0.6536 nm/cycle, S = 100.00 %
additive: x = 3.0, r = 1.00, alpha = 0.000, beta = 2.100, E = 2.1000 nm/cycle, S = 0.00 %
antagonistic: x = 3.0, r = 1.50, alpha = 0.000, beta = 3.150, E = 2.8232 nm/cycle, S = -11.57 %
Reference coverage before ions = 0.9826 (fraction)
Reference excess X = 0.6274 nm/cycle
Reference removal through modified sites = 0.6536 nm/cycle
Reference bare sputtering in full cycle = 0.0579 nm/cycle
Reference share through modified sites = 88.15 %
Ideal short dose: modified layer removed = 39.35 %
Ideal reference: modified layer removed = 95.02 %
OK
```
